\section*{The primitive-cell k-points equivalent to a supercell sampling, part 2}

The energy of a distortion or neutral defect is a difference between a supercell of $N$ primitive cells, sampled at a few points $\mathbf K$, and $N$ times a bulk energy. The question is which $\mathbf k$-points the bulk reference needs for the perfect crystal to cancel.

Hartree atomic units are used, and vectors are rows. The primitive vectors $\mathbf a_i$ are the rows of $A$, and the reciprocal vectors $\mathbf b_i$ those of $B=2\pi A^{-T}$; $L=\mathbb Z^3A$, $L^*=\mathbb Z^3B$. The supercell is $A_s=SA$, with $S$ an integer matrix, $N=|\det S|\neq0$, $L_s=\mathbb Z^3A_s$, $B_s=2\pi A_s^{-T}=S^{-T}B$ and $L_s^*=\mathbb Z^3B_s$. A wave vector $\mathbf k$ folds onto $\mathbf K$ if $e^{i\mathbf k\cdot\mathbf T}=e^{i\mathbf K\cdot\mathbf T}$ for all $\mathbf T\in L_s$.

Let $USV=D=\mathrm{diag}(d_1,d_2,d_3)$, with $U,V$ integer of determinant $\pm1$ and $d_1|d_2|d_3$ positive. Lemma 2: $d_1$ is the gcd of the entries of $S$, $d_1d_2$ that of its $2\times2$ minors, and $d_1d_2d_3=N$.

\paragraph{Theorem.}
(a) Modulo $L^*$, exactly $N$ wave vectors fold onto $\mathbf K$: $\mathbf K+\mathbf g$ with $\mathbf g\in\mathcal G=L_s^*/L^*$.

(b) $\mathcal G\cong\mathbb Z_{d_1}\times\mathbb Z_{d_2}\times\mathbb Z_{d_3}$, with elements
\begin{equation}
\mathbf g_n=nD^{-1}V^TB,\qquad 0\le n_i<d_i .
\label{eq:gn}
\end{equation}

(c) If the Hamiltonian and overlap are invariant under $L$, the matrix
\begin{equation}
W_{\mathbf t\mu,\mathbf g\nu}=N^{-1/2}e^{i(\mathbf K+\mathbf g)\cdot\mathbf t}\,\delta_{\mu\nu}
\label{eq:W}
\end{equation}
is unitary and $W^\dagger H_s(\mathbf K)W=\bigoplus_{\mathbf g}H(\mathbf K+\mathbf g)$; likewise for the overlaps $O_s$, $O$. Here $H_s$ and $H$ are the supercell and primitive matrices, $\mu,\nu$ label orbitals, and $\mathbf t$ represents the classes of $L/L_s$.

Lemma 3: representatives are $\mathbf t_l=lV^{-1}A$, $0\le l_i<d_i$, and
\begin{equation}
\sum_{\mathbf t}e^{i(\mathbf g'-\mathbf g)\cdot\mathbf t}=N\delta_{\mathbf g\mathbf g'} .
\label{eq:orth}
\end{equation}
\begin{equation}
\mathbf g_n\cdot\mathbf t_l=nD^{-1}V^T\,BA^T\,V^{-T}l^T=2\pi\sum_i\frac{n_il_i}{d_i}.
\label{eq:pair}
\end{equation}

Remark 1: the folded set is a coset, and a group only if $\mathbf K\in L_s^*$. Remark 2: $j\mathbf g=0$ has $\prod_i\gcd(j,d_i)$ solutions in $\mathcal G$.

Lemma 4: for an $L$-periodic local potential $V(\mathbf r)$, plane waves $\mathbf K+\mathbf g+\mathbf G$, $\mathbf G\in L^*$, with $\tfrac12|\mathbf K+\mathbf g+\mathbf G|^2<E_{\rm cut}$ couple only at equal $\mathbf g$, through $V(\mathbf G)=\Omega^{-1}\int V(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r$ over the primitive cell of volume $\Omega$.

\section{Zone averages}

\paragraph{Corollary.} Let $f(\mathbf k)=\sum_{\mathbf R\in L}f_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ converge absolutely. Then
\begin{equation}
\frac1N\sum_{\mathbf g}f(\mathbf K+\mathbf g)=\sum_{\mathbf T\in L_s}f_{\mathbf T}\,e^{i\mathbf K\cdot\mathbf T},
\label{eq:filter}
\end{equation}
and the average of the left side over the supercell zone equals the average $f_{\mathbf 0}$ of $f$ over the primitive zone.

\emph{Proof.} The left side is $\sum_{\mathbf R}f_{\mathbf R}e^{i\mathbf K\cdot\mathbf R}N^{-1}\sum_{\mathbf g}e^{i\mathbf g\cdot\mathbf R}$. If $\mathbf R$ is in the class of $\mathbf t_l$, then by \eqref{eq:pair} the sum over $\mathbf g$ is a product of geometric sums over $n_i$, equal to $N$ for $l=0$ and zero otherwise. For the averages, put $\mathbf K=\xi B_s$ with $\xi\in[0,1)^3$ and $\mathbf T=pA_s$: the mean of $e^{2\pi i\xi\cdot p}$ is $\delta_{p,0}$. The same integral over the primitive zone leaves $f_{\mathbf 0}$. $\square$

At $\mathbf K=0$ the sampling error relative to the zone average is $\sum_{\mathbf T\neq0}f_{\mathbf T}$, the Fourier weight of $f$ on the superlattice. It depends on the shape of the cell and not on $N$ alone. An isolated band of a short-ranged Hamiltonian is a smooth function of $\mathbf k$ and meets the assumption; the sharp occupation of a band cut by the Fermi level is discontinuous in $\mathbf k$ and does not. A $\Gamma$-centred $M^3$ mesh in the supercell zone, together with the $\mathbf g$, fills $\mathbb Z^3B_s/M$ modulo $L^*$, which is the group of the supercell $MS$, with $M^3N$ points.

\paragraph{Remark 4 (self-consistency).} In mean-field theory with an $L$-periodic input potential and occupations that depend only on the eigenvalue, the density matrix is block diagonal by (c), the output density is $L$-periodic and equal to the primitive density on the folded set, and the iteration stays in the symmetric sector. The supercell may also possess self-consistent solutions of lower periodicity, which have no primitive counterpart. In a numerical calculation the equivalence also requires that the real-space grid on which the density and the potential are evaluated in the supercell be the primitive grid repeated in each cell; on another grid the two energies differ by the difference of their grid errors. This remark is not tested by the program.

\section{Failure of the assumption}

Parts (a) and (b) concern lattices only. The proof of part (c) uses invariance under $L$, and the block form can be lost when $H$ is invariant under $L_s$ only; two on-site perturbations show how. Add to $H_s$ a diagonal term $v_{\mathbf t}$ on one orbital. From \eqref{eq:W}, its element between blocks on that orbital is
\begin{equation}
v_{\mathbf g\mathbf g'}=\frac1N\sum_{\mathbf t}v_{\mathbf t}\,e^{i(\mathbf g'-\mathbf g)\cdot\mathbf t}.
\end{equation}
For $v_{\mathbf t}=\delta\cos(\mathbf q\cdot\mathbf t)$ with $\mathbf q\in\mathcal G$, writing the cosine as two exponentials and applying \eqref{eq:orth} to each gives $v_{\mathbf g\mathbf g'}=\tfrac\delta2(\delta_{\mathbf g-\mathbf g',\mathbf q}+\delta_{\mathbf g-\mathbf g',-\mathbf q})$. Each block is linked to two others with strength $\delta/2$ if $2\mathbf q\neq0$ in $\mathcal G$; if $2\mathbf q=0$ the two terms coincide and give one element $\delta$. For a single site, $v_{\mathbf t}=\delta\,\delta_{\mathbf t\mathbf t_0}$, one term survives and $|v_{\mathbf g\mathbf g'}|=\delta/N$ for all pairs: an on-site term on a single orbital has an element of the same modulus between the Bloch sums of that orbital at every pair of folded points. Between band states with coefficient vectors $c$ at $\mathbf K+\mathbf g$ and $c'$ at $\mathbf K+\mathbf g'$ the modulus is $\delta\,|c_\mu||c'_\mu|/N$, with $\mu$ the perturbed orbital, and this varies with the points and the bands.

\section{Worked example}\label{sec:example}

The model has round parameters and represents no material: an fcc lattice with $a=8$ bohr, $A$ with rows $\tfrac a2(0,1,1)$, $\tfrac a2(1,0,1)$, $\tfrac a2(1,1,0)$, and $s$ orbitals A at the origin and B at $\boldsymbol\tau=\tfrac a4(1,1,1)$. The overlap at distance $d$ is $s(d)=e^{-\alpha d^2/2}$, that of normalized Gaussians $e^{-\alpha r^2}$, with $\alpha=0.25$ bohr$^{-2}$; the on-site energies are $-0.5$ and $0.1$ Ha, the hopping is $-t_0s(d)$ with $t_0=0.8$ Ha, and pairs beyond $17.5$ bohr are dropped. The numerical check builds $H_s$ from Cartesian sites found by brute-force enumeration. It also checks the count, the list \eqref{eq:gn}, Lemma 2, the count of Remark 2 and Lemma 3 against enumeration for 150 random $S$.

\subsection{The cube}

Here $S$ has rows $(-1,1,1)$, $(1,-1,1)$, $(1,1,-1)$, $\det S=4$ and $A_s=aI$. With $U$ of rows $(-1,0,0)$, $(1,1,0)$, $(1,0,1)$ one finds $US$ with rows $(1,-1,-1)$, $(0,0,2)$, $(0,2,0)$, and $V$ of rows $(1,1,1)$, $(0,0,1)$, $(0,1,0)$ turns this into $\mathrm{diag}(1,2,2)$. The second and third rows of $V^T$ are $(1,0,1)$ and $(1,1,0)$, so in the basis $B$ the group $\mathbb Z_2\times\mathbb Z_2$ consists of $0$, $\tfrac12(1,1,0)$, $\tfrac12(1,0,1)$ and their sum, $\tfrac12(0,1,1)$ modulo integers. With $\mathbf b_1=\tfrac{2\pi}a(-1,1,1)$, $\mathbf b_2=\tfrac{2\pi}a(1,-1,1)$, $\mathbf b_3=\tfrac{2\pi}a(1,1,-1)$ these are $\Gamma$ and the three X points $\tfrac{2\pi}a(0,0,1)$, $\tfrac{2\pi}a(0,1,0)$, $\tfrac{2\pi}a(1,0,0)$. The zone volumes agree with $N=4$: $1.93789/4=0.48447$ bohr$^{-3}$. The cell $\mathrm{diag}(1,1,4)$ has the same $N$ but the group $\mathbb Z_4$ generated by $\mathbf b_3/4$, which contains the L point $\mathbf b_3/2$.

At $\Gamma$, $O_{AA}=O_{BB}=1.22195$ and $O_{AB}=0.94248$, while $H_{AA}=-0.5-0.8(0.22195)=-0.67756$, $H_{BB}=-0.07756$ and $H_{AB}=-0.75399$ Ha. Expanding $\det(H-EO)=0$,
\begin{equation}
(O_{AA}^2-O_{AB}^2)E^2-[O_{AA}(H_{AA}+H_{BB})-2H_{AB}O_{AB}]E+H_{AA}H_{BB}-H_{AB}^2=0,
\end{equation}
which reads $0.6049E^2-0.4985E-0.5159=0$, with roots $-0.599$ and $1.423$ Ha; the program gives $-0.59924$ and $1.42340$ Ha. At X the levels are $-0.47697$ and $0.16909$ Ha. The $8\times8$ cube problem at $\mathbf K=0$ yields $-0.59924$ Ha once, $-0.47697$ three times, $0.16909$ three times and $1.42340$ once. The triplets arise because the threefold rotation about $(1,1,1)$ preserves $L$, $\boldsymbol\tau$ and all distances and permutes the X points. At $\mathbf K=(0.1,0.2,0.3)B_s$ no such relation remains, and the four lowest cube levels $-0.57590$, $-0.51346$, $-0.49380$, $-0.48478$ Ha are the lower primitive levels of the four blocks. The largest deviation of any element of $W^\dagger H_sW$ or $W^\dagger O_sW$ from the direct sum is $2\times10^{-15}$ at $\mathbf K=0$, in Ha for $H$.

\subsection{A skew cell}

For $S$ with rows $(2,1,0)$, $(0,3,0)$, $(0,0,-2)$, $\det S=-12$. With $U$ of rows $(1,0,0)$, $(0,0,-1)$, $(3,-1,0)$, $US$ has rows $(2,1,0)$, $(0,0,2)$, $(6,0,0)$, and $V$ of rows $(0,0,1)$, $(1,0,-2)$, $(0,1,0)$ gives $\mathrm{diag}(1,2,6)$. The generators are the second row of $V^T$ over 2, $(0,0,6)/12$, and the third over 6, $(1,-2,0)/6\equiv(2,8,0)/12$. The multiples of the latter have numerators $(0,0,0)$, $(2,8,0)$, $(4,4,0)$, $(6,0,0)$, $(8,8,0)$, $(10,4,0)$ over 12, and the other six points add 6 to the third entry: the group is $\mathbb Z_2\times\mathbb Z_6$. All levels below are at $\mathbf K=(0.1,0.2,0.3)B_s$, where the block form holds to $7\times10^{-16}$. The two highest of the twelve lower levels both print as $-0.4823$ Ha, and they coincide exactly. In the basis $B$, $\mathbf K=(1,4,-9)/60$, and $\mathbf g=(4,4,0)/12$ and $(10,4,6)/12$ give the points $(21,24,-9)/60$ and $(51,24,21)/60\equiv(-9,24,21)/60$. These differ by the exchange of the first and third coordinates, which is the mirror $x\leftrightarrow z$: it swaps $\mathbf a_1$ and $\mathbf a_3$, fixes $\mathbf a_2$ and $\boldsymbol\tau$, and preserves all distances. The two blocks therefore have equal levels, and no other pair in the printed list is equal.

For this $S$ the transpose matters. The first row of $S^{-1}$ is $\kappa=(\tfrac12,-\tfrac16,0)$, and its phase on the first supercell vector is $2\pi\kappa\cdot(2,1,0)=2\pi\cdot\tfrac56$, so it does not fold. Points built from $S^{-1}$ give sorted levels that differ from the supercell ones by as much as $0.10$ Ha. With $\delta=0.06$ Ha and $\mathbf q=(2,8,0)/12$ the modulation links each block to two others with $0.0300$ Ha, and a single-site defect links all blocks with $0.06/12=0.0050$ Ha.

\subsection{The lower-band average}

The lower band is isolated at every $\mathbf k$. $O(\mathbf k)$ is the Gram matrix of two Bloch sums whose plane-wave coefficients have the ratio $e^{-i(\mathbf k+\mathbf G)\cdot\boldsymbol\tau}$; this varies with $\mathbf G$ (for instance $\mathbf b_1\cdot\boldsymbol\tau=\pi/2$), so they are independent and, apart from the truncated tail, $O(\mathbf k)$ is positive definite. Since $s(0)=1$, $H+t_0O=\mathrm{diag}(0.3,0.9)$ Ha. The Rayleigh quotients of the two unit vectors give $E_1+t_0\le0.3/O_{AA}$ and $E_2+t_0\ge0.9/O_{BB}$, and positivity of $s$ gives $|O_{AA}(\mathbf k)-1|\le0.22195$, likewise for $O_{BB}$. The gap is therefore at least $0.9/1.222-0.3/0.778=0.35$ Ha; its value on the $12^3$ mesh is $0.646$ Ha.

The mean of the lower band on a primitive $12^3$ mesh is $-0.518795$ Ha ($-14.117$ eV). An $8^3$ mesh in the cube zone, a different set of points, agrees to $2\times10^{-11}$ Ha. The cube at $\mathbf K=0$ gives $[-0.59924+3(-0.47697)]/4=-0.50754$ Ha, which is $0.011258$ Ha ($0.306$ eV) above the $12^3$ mean, or $2.2\%$ of its modulus. The $12^3$ mesh is the group of $S=12I$, so the geometric sums of the corollary show that its discrete Fourier coefficients are $\tilde f_{\mathbf R}=\sum_{\mathbf R'\in\mathbf R+12L}f_{\mathbf R'}$. Since $12L\subset L_s$, summing them over $L_s/12L$ reproduces the right side of \eqref{eq:filter} at $\mathbf K=0$; the program finds $-0.507537$ Ha on both sides. The six coefficients with $|\mathbf T|=a$ supply $0.007550$ Ha, about two thirds of the error, and longer superlattice vectors the remaining $0.0037$ Ha. A bulk reference on $\Gamma$ and the three X points carries the same error and cancels it. What cancels is the sampling error of the perfect crystal; the change caused by a defect or distortion is still sampled at $\mathbf K=0$ alone and keeps its own sampling error.

\subsection{Plane waves}

Take $V(\mathbf r)=-V_0\sum_{\mathbf R}e^{-\beta|\mathbf r-\mathbf R|^2}$ with $V_0=1$ Ha and $\beta=0.5$ bohr$^{-2}$. The lattice sum turns the cell integral into one over all space, and three Gaussian integrals $\int e^{-\beta x^2-iGx}dx=\sqrt{\pi/\beta}\,e^{-G^2/4\beta}$ give $V(\mathbf G)=-V_0(\pi/\beta)^{3/2}e^{-G^2/4\beta}/\Omega$. With $\Omega=128$ bohr$^3$, $V(0)=-(2\pi)^{3/2}/128=-0.1230$ Ha, and quadrature on a $20^3$ grid in the cube gives $-0.123044$ Ha. At $E_{\rm cut}=3$ Ha and $\mathbf K=(0.1,0.2,0.3)B_s$ the cube basis has 125 waves, in blocks of $31+31+31+32$; the sizes differ because the number of $\mathbf G$ inside the cutoff sphere depends on $\mathbf K+\mathbf g$. The largest element between different cosets is $6\times10^{-18}$ Ha, and the cube spectrum from the quadrature potential matches the union of primitive spectra from the analytic $V(\mathbf G)$ to $9\times10^{-15}$ Ha. The four lowest cube levels, $-0.12077$, $-0.01470$, $0.02785$ and $0.05282$ Ha, are the lowest levels of the four blocks.

\section*{Numbers as computed}
\begin{verbatim}
a = 8.0 bohr, alpha = 0.25 bohr^-2, t0 = 0.8 Ha, onsite = [-0.5, 0.1] Ha
pair cutoff = 17.5 bohr; random S tested = 150
s(nearest A-B) = 0.22313, s(nearest A-A) = 0.01832
cell volume = 128.000 bohr^3, BZ volume = 1.93789 bohr^-3
cube: S = [[-1, 1, 1], [1, -1, 1], [1, 1, -1]], det = 4, d = [1, 2, 2]
cube: U = [[-1, 0, 0], [1, 1, 0], [1, 0, 1]], V = [[1, 1, 1], [0, 0, 1], [0, 1, 0]]
cube: SBZ volume = 0.48447 bohr^-3
cube: g numerators over 4 (basis B): [[0, 0, 0], [2, 2, 0], [2, 0, 2], [0, 2, 2]]
skew: S = [[2, 1, 0], [0, 3, 0], [0, 0, -2]], det = -12, d = [1, 2, 6]
skew: U = [[1, 0, 0], [0, 0, -1], [3, -1, 0]], V = [[0, 0, 1], [1, 0, -2], [0, 1, 0]]
skew: SBZ volume = 0.16149 bohr^-3
skew: g numerators over 12 (basis B): [[0, 0, 0], [2, 8, 0], [4, 4, 0], [6, 0, 0]]
skew: g numerators over 12 (basis B): [[8, 8, 0], [10, 4, 0], [0, 0, 6], [2, 8, 6]]
skew: g numerators over 12 (basis B): [[4, 4, 6], [6, 0, 6], [8, 8, 6], [10, 4, 6]]
diag114: S = [[1, 0, 0], [0, 1, 0], [0, 0, 4]], det = 4, d = [1, 1, 4]
cube: g Cartesian (2pi/a): [[0.0, 0.0, 0.0], [0.0, 0.0, 1.0], [0.0, 1.0, 0.0], [1.0, 0.0, 0.0]]
primitive Gamma (Ha): -0.59924 1.42340 | X (Ha): -0.47697 0.16909
primitive Gamma (eV): -16.306 38.733 | X (eV): -12.979 4.601
cube K=0 (Ha): -0.59924 -0.47697 -0.47697 -0.47697 0.16909 0.16909 0.16909 1.42340
H(Gamma) AA AB BB (Ha): -0.67756 -0.75399 -0.07756
O(Gamma) AA AB BB: 1.22195 0.94248 1.22195
K = [0.1, 0.2, 0.3] in basis Bs
cube: primitive bands at K + [0, 0, 0]/4 (Ha): -0.57590 0.94805
cube: primitive bands at K + [2, 2, 0]/4 (Ha): -0.51346 0.34892
cube: primitive bands at K + [2, 0, 2]/4 (Ha): -0.49380 0.24421
cube: primitive bands at K + [0, 2, 2]/4 (Ha): -0.48478 0.20313
cube at K (Ha): -0.57590 -0.51346 -0.49380 -0.48478 0.20313 0.24421 0.34892 0.94805
coset not closed: max|exp(i(k1+k2-K).As)-1| = 1.6180
block errors cube K=0, cube K, skew K (Ha): 2e-15 2e-16 7e-16
skew at K, lower 12 (Ha): -0.5818 -0.5597 -0.5492 -0.5388 -0.5271 -0.5115
   continued (Ha): -0.5077 -0.4951 -0.4928 -0.4907 -0.4823 -0.4823
skew: spectrum error using S^-1 instead of S^-T = 0.1038 Ha
delta = 0.06 Ha, q = [2, 8, 0]/12, blocks linked per row = 2
modulation coupling = 0.0300 Ha, defect coupling = 0.0050 Ha
gap on 12^3 mesh = 0.64563 Ha
lower-band mean, primitive 12^3 = -0.51879491 Ha = -14.11713 eV
lower-band mean, cube 8^3 = -0.51879491 Ha, difference = 2e-11 Ha
cube Gamma only = -0.50753700 Ha, sum of f_T = -0.50753700 Ha
Gamma-only error = 0.011258 Ha = 0.3063 eV
first shell, six f_T with |T| = a: sum = 0.007550 Ha
plane waves: V0 = 1.0 Ha, beta = 0.5 bohr^-2, Ecut = 3.0 Ha, grid 20^3
V(0) = -0.123044 Ha, V(111) = -0.048777 Ha, V(200) = -0.035832 Ha
cube basis size = 125, block sizes = [31, 31, 31, 32]
largest off-coset element = 6e-18 Ha, spectrum error = 9e-15 Ha
cube lowest 6 at K (Ha): -0.12077 -0.01470 0.02785 0.05282 0.23490 0.25332
lowest level of each block (Ha): -0.12077 -0.01470 0.02785 0.05282
\end{verbatim}
